# Tunnelling from a short-range well in crossed electric and magnetic fields

## The electric field alone

A particle is bound by a well of very short range at the origin. Its energy is \(-\kappa^2/2\), in units with \(\hbar=m=|e|=1\), and a constant force \(F>0\) pulls it along \(x\). Outside the well, for motion along \(x\), energy conservation reads

\[
\frac{p_x^2}{2}-Fx=-\frac{\kappa^2}{2}.
\tag{1}
\]

Hence \(p_x\) is imaginary from \(x=0\) to the exit point \(\kappa^2/2F\). The wave decays there as \(\exp(-\int|p_x|dx)\), and the probability carries twice this exponent:

\[
R_0=2\int_0^{\kappa^2/2F}\sqrt{\kappa^2-2Fx}\,dx
=\frac{2\kappa^3}{3F}.
\tag{2}
\]

The same path can be followed in imaginary time. Put \(t=i\tau\), with \(\tau=0\) at the exit, where the particle is at rest. Newton's equation \(\ddot x=F\) becomes \(d^2x/d\tau^2=-F\), so \(x=\kappa^2/2F-F\tau^2/2\). The particle is at the origin when \(\tau=\kappa/F\), which is the imaginary duration of the passage.

A magnetic field turns velocities at the cyclotron frequency \(B\). Its effect on the passage should therefore depend on the product of \(B\) and this duration,

\[
\gamma=\frac{\kappa B}{F}.
\tag{3}
\]

The calculation below shows that \(R/R_0\) is an increasing function of \(\gamma\) alone.

## Equations of motion and the barrier

Add a uniform magnetic field along the \(z\) axis, perpendicular to the force. The symbol \(B\) denotes the cyclotron frequency, which equals the field strength in atomic units. The field's sense is chosen so that

\[
\ddot x=F+B\dot y,\qquad \ddot y=-B\dot x,\qquad \ddot z=0.
\tag{4}
\]

Reversing the field reflects \(y\) and leaves the decay rate unchanged. These equations follow from

\[
L=\tfrac12(\dot x^2+\dot y^2+\dot z^2)+Fx+Bx\dot y .
\tag{5}
\]

Since \(L\) does not contain \(y\) or \(z\), the momenta \(p=\partial L/\partial\dot y=\dot y+Bx\) and \(p_z=\dot z\) are conserved. The Hamiltonian outside the well is

\[
H_0=\frac{p_x^2}{2}+\frac{(p-Bx)^2}{2}+\frac{p_z^2}{2}-Fx .
\tag{6}
\]

The limit considered is \(F/\kappa^3\to0\) at fixed \(\gamma\). Because \(B/\kappa^2=\gamma F/\kappa^3\), the magnetic field is then also weak on the scale of the bound state. Spin is omitted, and the well has no Coulomb tail.

Near the well the bound wave is still \(e^{-\kappa r}/r\), for an s state. Its Fourier transform over \(y\) and \(z\) is \(2\pi e^{-qx}/q\), with \(q=(\kappa^2+p^2+p_z^2)^{1/2}\). At the start of the barrier each pair \((p,p_z)\) thus has an amplitude that varies only algebraically. The exponential factor arises under the barrier. Setting \(H_0=-\kappa^2/2\) in (6) and solving for \(|p_x|\) gives

\[
R(p,p_z)=2\int_0^{x_e}\!
\sqrt{\kappa^2+p_z^2+(p-Bx)^2-2Fx}\;dx ,
\tag{7}
\]

where \(x_e\) is the first zero of the root. The total rate is a sum over \(p\) and \(p_z\) of terms containing \(e^{-R(p,p_z)}\), so the smallest \(R\) sets its exponent. Raising \(p_z^2\) raises the integrand and moves the exit outward; the optimum has \(p_z=0\). The choice of \(p\) is less obvious, because the term \((p-Bx)^2\) cannot vanish along the whole path.

## The path at fixed momentum

Again let \(t=i\tau\), and write \(y=i\eta\). Then \(\dot x=-i\,dx/d\tau\), while \(\dot y=d\eta/d\tau\equiv u\) is real. Inserting \(u=p-Bx\) in the first equation of (4), with \(\ddot x=-d^2x/d\tau^2\), gives

\[
\frac{d^2x}{d\tau^2}=-F-B(p-Bx)=B^2(x-X),
\qquad X=\frac{pB+F}{B^2}.
\tag{8}
\]

The path that has \(dx/d\tau=0\) at the exit, \(\tau=0\), is

\[
x=X-A\cosh B\tau ,\qquad x_e=X-A .
\tag{9}
\]

Let it reach \(x=0\) at \(\tau_0\), and define \(s=B\tau_0\). Then \(X=A\cosh s\). At \(x=0\) the energy equation gives \((dx/d\tau)^2=\kappa^2+p^2\), so \(BA\sinh s=\sqrt{\kappa^2+p^2}\). Dividing the two relations,

\[
\tanh s=\frac{B\sqrt{\kappa^2+p^2}}{pB+F}.
\tag{10}
\]

An exit exists if the right side is positive and does not exceed one. Squaring this condition gives \(p\ge p_{\min}=(\kappa^2B^2-F^2)/(2BF)\).

## The optimal momentum

Differentiate (7) with respect to \(p\) at \(p_z=0\). The moving upper limit contributes nothing, since the integrand vanishes there. Along the path \(dx/|p_x|\) is the element of \(\tau\), so

\[
\frac{dR}{dp}=2\int_0^{x_e}\frac{p-Bx}{|p_x|}dx
=2\int_0^{\tau_0}u\,d\tau
=2\,[\eta(\tau_0)-\eta(0)] .
\tag{11}
\]

The stationary path therefore has no net imaginary displacement along \(y\). It starts at the well, \(y=0\), and emerges at real \(y\).

From (8) and (9), \(u=p-Bx=-F/B+BA\cosh B\tau\). Integrating and using \(BA\sinh s=\sqrt{\kappa^2+p^2}\),

\[
\frac{dR}{dp}=\frac2B\left[\sqrt{\kappa^2+p^2}-\frac{F}{B}\,s(p)\right].
\tag{12}
\]

At a stationary point \(\sqrt{\kappa^2+p^2}=Fs/B\). Equation (10) then becomes \(pB+F=Fs\coth s\), or

\[
p=\frac FB\,(s\coth s-1).
\tag{13}
\]

Substituting this in \(\kappa^2+p^2=F^2s^2/B^2\) and multiplying by \(B^2/F^2\) gives the equation for the duration of the path:

\[
f(s)\equiv s^2-(s\coth s-1)^2=\gamma^2 .
\tag{14}
\]

To count its roots, expand the square and use \(\coth^2s=1+1/\sinh^2s\):

\[
f(s)=2s\coth s-1-\frac{s^2}{\sinh^2s}.
\tag{15}
\]

The derivative of \(s\coth s\) is \((\sinh s\cosh s-s)/\sinh^2s>0\). The derivative of \(s/\sinh s\) is \((\sinh s-s\cosh s)/\sinh^2s<0\), because \(\tanh s<s\). Thus \(f\) rises steadily from \(f(0)=0\) to infinity, and (14) has one positive root.

This stationary point is a minimum. As \(p\to p_{\min}\), equation (10) gives \(\tanh s\to1\), so \(s\to\infty\) and (12) tends to \(-\infty\). As \(p\to\infty\), \(s\) grows only logarithmically and (12) is positive. With a single zero between these ends, \(dR/dp\) changes from negative to positive there.

On the optimal path \(X=(F/B^2)s\coth s\) and \(A=Fs/(B^2\sinh s)\). The exit point and the real velocity at exit are

\[
x_e=\frac{F}{B^2}\,s\left(\coth s-\frac1{\sinh s}\right)
=\frac{F}{B^2}\,s\tanh\frac s2 ,
\tag{16}
\]

\[
\dot y_e=-\frac FB\left(1-\frac{s}{\sinh s}\right).
\tag{17}
\]

At the exit \(\dot x=0\), so energy conservation gives \(x_e=(\kappa^2+\dot y_e^2)/2F\). The sideways motion costs kinetic energy and puts the exit farther out than without the magnetic field.

## The exponent

Since \(|p_x|dx=(dx/d\tau)^2d\tau\) in magnitude, (9) gives

\[
\begin{aligned}
R&=2B^2A^2\int_0^{\tau_0}\sinh^2(B\tau)\,d\tau
=BA^2(\sinh s\cosh s-s)\\
&=\frac{F^2s^2}{B^3}\left(\coth s-\frac{s}{\sinh^2s}\right).
\end{aligned}
\tag{18}
\]

By (15), \(s\coth s-s^2/\sinh^2s=f(s)-(s\coth s-1)\). On the path \(f(s)=\gamma^2\), so

\[
R=\frac{F^2s}{B^3}\left[\gamma^2-(s\coth s-1)\right].
\tag{19}
\]

With \(B=\gamma F/\kappa\), the factor \(F^2\gamma^2/B^3\) is \(\kappa^3/(F\gamma)\). The exponent is therefore

\[
\boxed{R=\frac{2\kappa^3}{3F}\,g(\gamma),\qquad
g(\gamma)=\frac{3s}{2\gamma}\left[1-\frac{s\coth s-1}{\gamma^2}\right]}
\tag{20}
\]

with \(s\) fixed by (14).

The action gives the same number. On the path \(L=p_x\dot x+p\dot y+\kappa^2/2\), so \(\kappa^2/2-L=(dx/d\tau)^2-pu\). The last term integrates to zero by (11), and \(R=2\int_0^{\tau_0}(\kappa^2/2-L)\,d\tau\).

## Why the magnetic field suppresses decay

Define

\[
h(s)=\frac{s\coth s-1}{s^2},\qquad
K(\tau,B)=\kappa^2\tau-F^2\tau^3h(B\tau).
\tag{21}
\]

Multiplying out (19) shows that \(R=K(\tau_0,B)\). With \(s=B\tau\), the last term of \(K\) is \((F^2/B^3)\,s(s\coth s-1)\). Its derivative with respect to \(\tau\) is

\[
\frac{F^2}{B^2}\left[2s\coth s-1-\frac{s^2}{\sinh^2s}\right]
=\frac{F^2}{B^2}f(s),
\]

and hence

\[
\frac{\partial K}{\partial\tau}=\kappa^2-\frac{F^2}{B^2}f(B\tau).
\tag{22}
\]

This falls steadily with \(\tau\) and vanishes at \(\tau_0\), so \(R\) is the maximum of \(K\) over \(\tau\).

The expansion \(\coth s=1/s+\sum_{n\ge1}2s/(s^2+n^2\pi^2)\) gives

\[
h(s)=\sum_{n=1}^{\infty}\frac{2}{s^2+n^2\pi^2}.
\tag{23}
\]

Every term decreases with \(s\). At each fixed \(\tau>0\), \(K\) therefore increases with \(B\), and so does its maximum. At fixed \(\kappa\) and \(F\) this means that \(g\) increases with \(\gamma\), starting from \(g(0)=1\).

For small \(\gamma\), \(h=\tfrac13-s^2/45+O(s^4)\). Because \(K\) is stationary in \(\tau\), the first correction may be evaluated at the field-free duration \(\kappa/F\). It is \(F^2(\kappa/F)^3\gamma^2/45=\kappa^3\gamma^2/(45F)\). Divided by \(R_0\), this gives

\[
g=1+\frac{\gamma^2}{30}+O(\gamma^4).
\tag{24}
\]

For large \(\gamma\), \(s\) is large and \(\coth s\to1\). Then (14) becomes \(2s-1=\gamma^2\), and (20) gives

\[
g\simeq\frac{3(\gamma^2+1)^2}{8\gamma^3},\qquad
R\simeq\frac{\kappa^4B}{4F^2}\quad\text{to leading order}.
\tag{25}
\]

In this limit the orbit centre is \(X\simeq\kappa^2/2F\), and \(R\simeq BX^2\). This is the exponent of the lowest Landau orbital's density, \(e^{-B(x-X)^2}\), evaluated at the well. The electron must reach an orbit centred where the electric potential supplies its binding energy.

The ratio \(R/R_0\) depends on \(\gamma\) alone, but the suppression factor \(e^{-(R-R_0)}=e^{-R_0(g-1)}\) also depends on \(\kappa^3/F\). A modest \(g-1\) matters when \(R_0\) is large.

## A quantum calculation for the zero-range well

A zero-range well provides a check that does not assume a tunnelling path. Its wave function near the origin is proportional to \(1/r-\kappa\). The outgoing solution outside is the Green function of \(H_0\), which can be built from \(\langle0|e^{-\beta H_0}|0\rangle\).

At fixed \(p=BX-F/B\), completing the square in (6) gives an oscillator centred at \(X\) with the added constant \(p^2/2-B^2X^2/2=-FX+F^2/2B^2\). Let \(\sigma=B\beta/2\). Mehler's formula for the oscillator kernel at \(x=x'=0\), integrated over \(dp/2\pi=B\,dX/2\pi\), gives

\[
\frac{B}{2\pi}\sqrt{\frac{B}{2\pi\sinh2\sigma}}
\int_{-\infty}^{\infty}\!dX\,
e^{-BX^2\tanh\sigma+\beta FX-\beta F^2/2B^2}.
\tag{26}
\]

The Gaussian integral contributes \(\sqrt{\pi/(B\tanh\sigma)}\) and the exponent \(\beta^2F^2\coth\sigma/4B\). Since \(\sinh2\sigma\tanh\sigma=2\sinh^2\sigma\), the prefactors combine to \(B/(4\pi\sinh\sigma)=(2\pi\beta)^{-1}\sigma/\sinh\sigma\). The exponents combine to \((\beta F^2/2B^2)(\sigma\coth\sigma-1)=F^2\beta^3h(\sigma)/8\). Free motion along \(z\) supplies \((2\pi\beta)^{-1/2}\), so

\[
\langle0|e^{-\beta H_0}|0\rangle=\frac{M(\beta)}{(2\pi\beta)^{3/2}},
\qquad
M=\frac{\sigma}{\sinh\sigma}\,e^{F^2\beta^3h(\sigma)/8}.
\tag{27}
\]

Without fields \(M=1\), and \(2\pi\) times the Green function is \(e^{-kr}/r=1/r-k+\dots\), where \(E=-k^2/2\). The fields add a finite term at the origin. Matching to \(1/r-\kappa\) yields

\[
k=\kappa+\frac1{\sqrt{2\pi}}\int\frac{d\beta}{\beta^{3/2}}\,
e^{E\beta}\,(M-1).
\tag{28}
\]

The integral of the \(M\) term along the whole real axis diverges. The outgoing Green function is an integral over real time, \(\beta=it\), passing just to the right of the imaginary axis. The singularities of \(M\) lie on that axis, so the contour may be moved to run from \(0\) to a real \(\beta_0\) and then to \(\beta_0+i\infty\). On the vertical part the exponent of \(M\) is \((F^2/B^3)(\sigma^2\coth\sigma-\sigma)\). Its real part tends to \(-\infty\) quadratically, because \(\operatorname{Re}\coth\sigma>0\) there. The term \(-1\) stays on the real axis, where it converges.

For \(E=-\kappa^2/2\), the exponent \(\varphi=E\beta+F^2\beta^3h/8\) equals \(-K(\beta/2,B)\). It is stationary at \(\beta_0=2\tau_0\), where \(\varphi=-R\). Differentiating (22) once more gives \(\varphi''=F^2f'(s)/4B>0\). On the vertical line \(\beta=\beta_0+iw\), the integrand is a Gaussian in \(w\), of which half is covered:

\[
\int_0^\infty e^{-\varphi''w^2/2}dw=\frac12\sqrt{\frac{2\pi}{\varphi''}} .
\tag{29}
\]

Write \(E=E_r-i\Gamma/2\). From \(k^2=-2E\), \(\operatorname{Im}k\simeq\Gamma/2\kappa\). To leading order the imaginary part of (28) comes from the vertical line, with \(d\beta=i\,dw\), so

\[
\Gamma\simeq\frac{\kappa}{\beta_0^{3/2}\sqrt{\varphi''}}\,
\frac{s}{\sinh s}\,e^{-R}.
\tag{30}
\]

The exponent (20) reappears. For \(B\to0\), \(\beta_0=2\kappa/F\) and \(\varphi''=\kappa F/2\), and (30) becomes \(\Gamma=(F/2\kappa)e^{-R_0}\).

The numerical check solves (28) for the complex energy. At \(\gamma=1\), the logarithm of the ratio of this width to (30) is \(-0.068\) for \(F/\kappa^3=0.04\) and \(-0.035\) for \(0.02\). The near halving, also found at \(\gamma=0.5\) and \(2\), is what a relative error linear in \(F/\kappa^3\) gives.

## Where the result fails

The exponent needs \(F\ll\kappa^3\) and \(B\ll\kappa^2\). Field-induced shifts of an s level are of order \(F^2/\kappa^4\) and \(B^2/\kappa^2\). By (21), a shift \(\delta E\) changes \(R\) by \(-2\tau_0\,\delta E\), which is of order \(F/\kappa^3\) at fixed \(\gamma\) and vanishes in the limit.

Large \(\gamma\) needs further care. Moving \(\sigma\) from \(s\) to \(s+i\pi n\) on the vertical line leaves \(\coth\sigma\) unchanged and lowers the real exponent by \(\pi^2n^2(F^2/B^3)\coth s\). The Gaussian of (29) thus has a width in \(\operatorname{Im}\sigma\) of order \(a^{-1/2}\), where \(a=F^2/B^3=\kappa^3/(F\gamma^3)\), and the prefactor \(\sigma/\sinh\sigma\) can be held fixed across it only when \(a\) is large. This holds in the stated limit but can fail if \(\gamma\) grows at fixed \(F/\kappa^3\). The resulting error is a power of \(1/a\), not exponentially small. For large \(s\), \(\sigma/\sinh\sigma\simeq2\sigma e^{-\sigma}\), where \(e^{-\sigma}\) carries the zero-point energy \(B/2\) of the lowest Landau level. The exponent becomes \(a\sigma^2-[a(\gamma^2+1)+1]\sigma\), whose stationary value is \(-R-s-1/4a\), while (30) keeps only \(-R-s\). The diamagnetic shift \(B^2/24\kappa^2\) of the level adds \(+1/24a\). Hence (30) overestimates \(\ln\Gamma\) by about \(5/24a\) in addition to the error of order \(F/\kappa^3\). At \(F/\kappa^3=0.02\) the logarithm of the ratio of the width to (30) is \(-0.15\), \(-0.31\) and \(-0.57\) for \(\gamma=3\), \(4\) and \(5\), against \(-5/24a=-0.11\), \(-0.27\) and \(-0.52\); the lowest Landau level then carries more than 99% of the width.

## A worked example

Take a model well with \(\kappa=0.02\), \(F=4\times10^{-7}\) and \(B=4\times10^{-5}\), all in atomic units. The binding energy is 5.44 meV, and the fields are 2.06 kV/cm and 9.40 T. Then

\[
\gamma=\frac{0.02\times4\times10^{-5}}{4\times10^{-7}}=2,
\qquad
R_0=\frac{2\times8\times10^{-6}}{3\times4\times10^{-7}}=13.33 .
\]

Equation (14) has the root \(s=2.549\), for which \(s\coth s-1=1.5804\). As a check, \(2.549^2-1.580^2=4.00\). From (20),

\[
g=\frac{3\times2.549}{4}\left(1-\frac{1.5804}{4}\right)=1.1564,
\qquad R=13.333\times1.1564=15.42 .
\]

Direct minimization of the barrier integral (7) also gives 15.42. The exit moves from 500 to 545 bohr, and the electron emerges with \(\dot y_e=-0.0060\) atomic units.

The exponential suppression is \(e^{13.33-15.42}=0.124\). The full width falls further. Formula (30) gives \(1.62\times10^{-11}\) hartree without the magnetic field and \(7.74\times10^{-13}\) hartree with it, a ratio of 0.048. The prefactor of this zero-range well thus contributes another factor of \(0.0478/0.1242\approx0.385\). By (30) this factor depends on \(\gamma\) alone, so it does not approach one when \(F/\kappa^3\) is lowered at fixed \(\gamma\). The exponent gives the change in \(\ln\Gamma\) to leading order, but not the full ratio of the rates.

The resonance equation (28) gives \(6.75\times10^{-13}\) hartree with the magnetic field, or a decay rate of \(2.8\times10^4\ \mathrm{s^{-1}}\). Formula (30) is about 15% above this numerical width. Relative to the numerical width at \(\gamma=0.01\), which stands in for zero magnetic field, the ratio is 0.045.

Each limiting form works on its own side of an intermediate range. At \(\gamma=2\), (24) gives 1.133 and (25) gives 1.172, against \(g=1.156\). At \(\gamma=1\), (24) gives 1.033 against \(g=1.035\). At \(\gamma=3\), (25) gives 1.3889 against 1.3888.

## Computed values

```
kappa = 0.02 a.u.; F = 4.0e-07 a.u.; B = 4.0e-05 a.u.
binding energy = 5.442 meV
electric field = 2.057 kV/cm
magnetic field = 9.402 T
gamma = kappa B/F = 2.000
F/kappa^3 = 0.050;  B/kappa^2 = 0.100
s = 2.54903;  tau0 = s/B = 63725.7 a.u.
exit point with B = 544.86 bohr
exit point, B = 0: 500.00 bohr
exit velocity along y = -0.005991 a.u.
conserved momentum p = 0.015804 a.u.
exponent R0 (B = 0) = 13.3333
g(gamma) = 1.15645;  exponent R = 15.4193
R from minimized barrier integral = 15.4193
exponential suppression exp(R0-R) = 0.1242
width, saddle formula, with B = 7.7383e-13 hartree
width, resonance equation, with B = 6.7541e-13 hartree
width, saddle formula, B = 0: 1.6196e-11 hartree
width, resonance eq., gamma = 0.01: 1.4970e-11 hartree
width ratio (with B)/(B = 0), saddle = 0.0478
width ratio, resonance equation = 0.0451
decay rate with B, resonance eq. = 2.7922e+04 1/s
table: gamma, s, g, weak form 1+gamma^2/30, strong form
  0.5  0.50705  1.00842  1.00833  4.68750
  1.0  1.05901  1.03481  1.03333  1.50000
  2.0  2.54903  1.15645  1.13333  1.17188
  3.0  5.00181  1.38876  1.30000  1.38889
  4.0  8.50001  1.69336  1.53333  1.69336
ln(width resonance eq./saddle) at F/kappa^3 = 0.04 and 0.02:
  gamma = 0.5: -0.0643  -0.0329
  gamma = 1.0: -0.0677  -0.0346
  gamma = 2.0: -0.1096  -0.0557
kernel: Landau sum 0.10010958, closed 0.10010958 a.u.
```
